# Crystal momentum, current and excited carriers in a driven one-dimensional crystal: a numerical check

```python
# 1D crystal, Hartree atomic units, electron charge -1, E = -dA/dt.
# H = (p+A)^2/2 + v(x), v = -V0 cos(Gx), G = 2 pi/a, one filled band, 2 electrons/cell.
# h(kap) = (p+kap)^2/2 + v, eigenpairs e_m,u_m; v_mn = <m|p+kap|n>; xi_mn = i<m|d_kap n>.
# Under test: kap = k + A(t), d kap/dt = -E; v_nn = de_n/dkap; xi_mn = i v_mn/(e_n-e_m);
# Houston equations i da_m/dt = e_m a_m + E sum xi_mn a_n; J = J_intra + J_inter;
# v_inter = d<Xi>/dt + E<dXi/dkap>, Xi = off-diagonal xi operator; dW/dt = a J E;
# adiabatic J = chi dE/dt, n_H = 2 E^2 <sum|xi|^2/de^2>; fixed-k count n_0 -> n_geo(A),
# n_geo = 2 A^2 Omega for small A, Omega = Wannier spread = <sum|xi_1m|^2>.
import numpy as np
from scipy.special import mathieu_a, mathieu_b
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants as pc

pi = np.pi
eV = pc['Hartree energy in eV'][0]
fs = pc['atomic unit of time'][0] * 1e15
VA = pc['atomic unit of electric field'][0] * 1e-10
a, V0, NG = 5.0, 0.2, 5
G = 2 * pi / a
M = 2 * NG + 1
Gs = G * np.arange(-NG, NG + 1)
V = -0.5 * V0 * (np.eye(M, k=1) + np.eye(M, k=-1))
Vc = V.astype(complex)

def out(label, val, unit=""):
    print(f"{label} = {val:.6g} {unit}".rstrip())

def bands(kap):
    q = np.atleast_1d(kap)[:, None] + Gs
    e, U = np.linalg.eigh(V[None] + np.eye(M)[None] * (0.5 * q**2)[:, None, :])
    U[:, :, 0] *= np.sign(U[:, :, 0].sum(1))[:, None]
    return e, U, np.einsum('kgm,kg,kgn->kmn', U, q, U)

def xi_imag(e, v):  # xi = i * returned real matrix, zero diagonal
    den = e[:, None, :] - e[:, :, None]
    den[den == 0] = np.inf
    return v / den

def kgrid(n):
    return -pi / a + G * np.arange(n) / n

def to_real_space(coef):  # coef[k,G] -> wave function on wrapped x grid
    n = coef.size
    psi = np.fft.ifft(np.fft.ifftshift(coef.T.ravel()))
    L = a * coef.shape[0]
    return psi / np.linalg.norm(psi), np.fft.fftfreq(n) * L, 2 * pi * np.fft.fftfreq(n, L / n)

def propagate(k, Afun, T, n, every, track):  # RK4 in plane waves
    dt = T / n
    Ah = Afun(0.5 * dt * np.arange(2 * n + 1))
    q = k[:, None] + Gs
    c = bands(k)[1][:, :, 0].astype(complex)
    f = lambda y, kin: -1j * (kin * y + y @ Vc)
    snaps, tr, J = {}, np.zeros((n + 1, M), complex), np.zeros(n + 1)
    k0 = 0.5 * (q + Ah[0])**2
    for j in range(n + 1):
        tr[j] = c[track]
        J[j] = -2 / (len(k) * a) * np.sum((c.real**2 + c.imag**2) * (q + Ah[2 * j]))
        if j % every == 0:
            snaps[j] = c.copy()
        if j == n:
            break
        km, k1 = 0.5 * (q + Ah[2 * j + 1])**2, 0.5 * (q + Ah[2 * j + 2])**2
        s1 = f(c, k0); s2 = f(c + 0.5 * dt * s1, km)
        s3 = f(c + 0.5 * dt * s2, km); s4 = f(c + dt * s3, k1)
        c = c + dt / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
        k0 = k1
    return snaps, tr, J

def measure(c, k, A):
    e, U, v = bands(k + A)
    am = np.einsum('kgm,kg->km', U, c)
    pop, vd = abs(am)**2, np.einsum('kmm->km', v)
    pre = -2 / (len(k) * a)
    off = v * (1 - np.eye(M))
    b1 = np.einsum('kg,kg->k', bands(k)[1][:, :, 0], c)
    return dict(nH=2 * np.mean(1 - pop[:, 0]), n0=2 * np.mean(1 - abs(b1)**2),
                intra=pre * np.sum(pop * vd),
                inter=pre * np.einsum('km,kmn,kn->', am.conj(), off, am).real,
                eh=pre * np.sum(pop[:, 1:] * (vd[:, 1:] - vd[:, :1])),
                W=2 * np.mean((pop * e).sum(1) - e[:, 0]), nk=1 - pop[:, 0])

def n_geo(k, A):
    o = np.einsum('kg,kg->k', bands(k)[1][:, :, 0], bands(k + A)[1][:, :, 0])
    return 2 * np.mean(1 - o**2)

# ---- static bands
eG, eX = bands(0.0)[0][0], bands(pi / a)[0][0]
qm, unit = 4 * V0 / G**2, G**2 / 8
ref = unit * np.array([mathieu_a(0, qm), mathieu_b(1, qm), mathieu_a(1, qm),
                       mathieu_b(2, qm), mathieu_a(2, qm)])
assert np.allclose([eG[0], eX[0], eX[1], eG[1], eG[2]], ref, atol=1e-7)
out("a", a, "bohr"); out("V0", V0, "Ha"); out("G", G, "1/bohr"); out("Mathieu q", qm)
out("band 1 width", eX[0] - eG[0], "Ha")
print(f"gap 1-2 at zone edge = {eX[1]-eX[0]:.6g} Ha = {(eX[1]-eX[0])*eV:.4g} eV")
out("gap 2-3 at zone centre", eG[2] - eG[1], "Ha")
d = 1e-5
e3, U3, v3 = bands(np.array([0.5 - d, 0.5, 0.5 + d]))
for j in (0, 2):
    U3[j] *= np.sign(np.sum(U3[j] * U3[1], 0))
assert np.allclose(((e3[2] - e3[0]) / (2 * d))[:4], np.diag(v3[1])[:4], atol=1e-7)
fd = U3[1].T @ (U3[2] - U3[0]) / (2 * d)
assert np.allclose(fd[:4, :4], xi_imag(e3, v3)[1][:4, :4], atol=1e-6)
k = kgrid(256)
e, U, v = bands(k)
x2, de = xi_imag(e, v)[:, 0, 1:]**2, e[:, 1:] - e[:, :1]
Omega, chi, beta = x2.sum(1).mean(), 4 / a * (x2 / de).sum(1).mean(), (x2 / de**2).sum(1).mean()
w, xw, _ = to_real_space(U[:, :, 0])
spread = np.sum(xw**2 * abs(w)**2)
assert abs(spread - Omega) < 1e-6 * Omega
assert abs(n_geo(k, 0.005) / (2 * 0.005**2 * Omega) - 1) < 5e-3
assert abs(bands(k + 0.2)[2][:, 0, 0].mean()) < 1e-9
out("|xi_12| at zone edge", np.sqrt(x2[0, 0]), "bohr")
out("Omega (Wannier spread)", Omega, "bohr^2"); out("chi", chi, "a.u.")
out("<sum |xi|^2/de^2>", beta, "a.u."); out("n_geo at A = G", n_geo(k, G), "per cell")

# ---- length-gauge wave packets on a real-space grid
kp, sig = kgrid(128), 0.03
ep, Up, _ = bands(kp)
wk = np.exp(-kp**2 / (4 * sig**2))
psi0, x, p = to_real_space(wk[:, None] * Up[:, :, 0])
trans = lambda s: np.vdot(s, np.roll(s, -M))
def packet(pot, T, n):
    dt = T / n
    half, ph = np.exp(-0.25j * dt * p**2), np.fft.fft(psi0)
    for j in range(n):
        ph = half * np.fft.fft(np.exp(-1j * dt * pot((j + 0.5) * dt)) * np.fft.ifft(half * ph))
    return np.fft.ifft(ph)
vx, E0 = -V0 * np.cos(G * x), 0.003
TB = 2 * pi / (a * E0)
ps = packet(lambda t: vx + E0 * x, TB / 2, 4200)
assert abs(trans(ps) - trans(psi0) * np.exp(-1j * a * E0 * TB / 2)) < 1e-5
dx = np.sum(x * abs(ps)**2) - np.sum(x * abs(psi0)**2)
dx1 = -np.sum(wk**2 * (bands(kp - E0 * TB / 2)[0][:, 0] - ep[:, 0])) / np.sum(wk**2) / E0
assert abs(dx / dx1 - 1) < 0.015  # the remainder is interband, first order in E
drv = lambda t: vx + 0.05 * np.sin(0.2 * t) * np.sin(2 * G * x) + 0.01 * np.cos(0.05 * t) * x
law = trans(psi0) * np.exp(-1j * a * 0.01 * np.sin(0.05 * 60) / 0.05)
dev_per = abs(trans(packet(drv, 60.0, 1200)) - law)
imp = 0.05 * np.exp(-x**2 / 200)
dev_imp = abs(trans(packet(lambda t: drv(t) + imp, 60.0, 1200)) - law)
assert dev_per < 1e-5 and dev_imp > 1e-2
out("Bloch field E", E0, "a.u."); out("packet sigma_k", sig, "1/bohr")
print(f"Bloch period = {TB:.6g} a.u. = {TB*fs:.4g} fs")
out("shift at half period, propagated", dx, "bohr"); out("shift, one-band formula", dx1, "bohr")
out("<T_a> law deviation, driven periodic v", dev_per); out("<T_a> law deviation, impurity", dev_imp)

# ---- slow ramp to a constant A
Af, tau, nr = 0.3, 800.0, 9600
Ar = lambda t: Af * (t / tau - 2 * np.sin(2 * pi * t / tau) / (3 * pi) + np.sin(4 * pi * t / tau) / (12 * pi))
Er = lambda t: -8 * Af / (3 * tau) * np.sin(pi * t / tau)**4
kr = kgrid(32)
sn, _, Jr = propagate(kr, Ar, tau, nr, 1600, 0)
dE = (Er(tau / 3 + 0.01) - Er(tau / 3 - 0.01)) / 0.02
m3, m2, m1 = [measure(sn[j], kr, Ar(tau * j / nr)) for j in (3200, 4800, 9600)]
assert abs(Jr[3200] / (chi * dE) - 1) < 0.05 and abs(m3['intra']) < 0.05 * abs(m3['inter'])
assert abs(m2['nH'] / (2 * Er(tau / 2)**2 * beta) - 1) < 0.05
assert abs(m1['nH']) < 1e-7 and abs(Jr[-1]) < 5e-5
assert abs(m1['n0'] / n_geo(k, Af) - 1) < 1e-3
print(f"ramp: final A = {Af} a.u., tau = {tau} a.u., peak E = {Er(tau/2):.6g} a.u.")
print(f"ramp tau/3: dE/dt = {dE:.5g}, J = {Jr[3200]:.5g}, chi dE/dt = {chi*dE:.5g} a.u.")
print(f"ramp tau/3: J_intra = {m3['intra']:.2g}, J_inter = {m3['inter']:.5g} a.u.")
print(f"ramp tau/2: n_H = {m2['nH']:.5g}, formula = {2*Er(tau/2)**2*beta:.5g} per cell")
print(f"ramp end: n_H = {m1['nH']:.2g}, n_0 = {m1['n0']:.6g} per cell, J = {Jr[-1]:.2g} a.u.")
print(f"n_geo(final A) = {n_geo(k, Af):.6g}, 2 A^2 Omega = {2*Af**2*Omega:.6g} per cell")

# ---- strong pulse
A0, om, n = 0.3, 0.03, 16000
T = 4 * 2 * pi / om
Ap = lambda t: A0 * np.sin(pi * t / T)**2 * np.cos(om * t)
Ep = lambda t: -A0 * (pi / T * np.sin(2 * pi * t / T) * np.cos(om * t)
                      - om * np.sin(pi * t / T)**2 * np.sin(om * t))
ik = 192
sn, tr, J = propagate(k, Ap, T, n, 500, ik)
t = np.linspace(0, T, n + 1)
print(f"pulse: A0 = {A0} a.u., omega = {om} Ha = {om*eV:.4g} eV")
print(f"pulse: T = {T:.6g} a.u. = {T*fs:.4g} fs")
Em = abs(Ep(t)).max()
print(f"peak |E| = {Em:.5g} a.u. = {Em*VA:.4g} V/Angstrom")
res = {}
for name, j in (("7T/16", 7000), ("T/2", 8000), ("T", 16000)):
    m = res[name] = measure(sn[j], k, Ap(t[j]))
    assert abs(m['intra'] + m['inter'] - J[j]) < 1e-10 and abs(m['eh'] - m['intra']) < 1e-8
    print(f"t={name}: A = {Ap(t[j]):.4f}, E = {Ep(t[j]):.5f} a.u.")
    print(f"t={name}: n_0 = {m['n0']:.5g}, n_H = {m['nH']:.5g} per cell")
    print(f"t={name}: J = {J[j]:.5g}, intra = {m['intra']:.5g}, inter = {m['inter']:.5g} a.u.")
assert res["T/2"]['n0'] > 3 * res["T/2"]['nH']
work, fin = a * simpson(J * Ep(t), x=t), res["T"]
assert abs(work - fin['W']) < 1e-3 * fin['W']
nhalf = 2 * fin['nk'][::2].mean()
assert abs(nhalf / fin['nH'] - 1) < 0.02
out("virtual estimate 2E^2<..> at 7T/16", 2 * Ep(t[7000])**2 * beta, "per cell")
out("n_geo(A0)", n_geo(k, A0), "per cell"); out("final n_H with 128 k-points", nhalf, "per cell")
out("work a int J E dt", work, "Ha per cell"); out("absorbed energy from populations", fin['W'], "Ha per cell")
print(f"energy per excited electron = {fin['W']/fin['nH']:.5g} Ha = {fin['W']/fin['nH']*eV:.4g} eV")

# ---- Houston equations at one k against direct propagation
nb, k0 = 5, k[ik]
kg = np.linspace(0.03, 0.62, 2500)
assert kg[0] < k0 + Ap(t).min() and k0 + Ap(t).max() < kg[-1]
eg, Ug, vg = bands(kg)
for j in range(1, len(kg)):
    s = np.sign(np.sum(Ug[j] * Ug[j - 1], 0))
    Ug[j] *= s
    vg[j] *= np.outer(s, s)
Y = xi_imag(eg, vg)[:, :nb, :nb].reshape(len(kg), -1)
sp, su = CubicSpline(kg, np.hstack([eg[:, :nb], Y])), CubicSpline(kg, Ug[:, :, :nb])
def houston(tt, y):
    r = sp(k0 + Ap(tt))
    return -1j * r[:nb] * y + Ep(tt) * (r[nb:].reshape(nb, nb) @ y)
idx = np.arange(0, n + 1, 500)
sol = solve_ivp(houston, (0, T), np.eye(nb)[0].astype(complex), method='DOP853',
                t_eval=t[idx], rtol=1e-9, atol=1e-11)
rec = np.einsum('tgm,mt->tg', su(k0 + Ap(t[idx])), sol.y)
err, pmax = abs(rec - tr[idx]).max(), (1 - abs(sol.y[0])**2).max()
assert err < 1e-4 and pmax > 1e-4
print(f"Houston ODE at k = {k0:.5f} 1/bohr: state error = {err:.2g}, max excited weight = {pmax:.3g}")

# ---- interband velocity against the polarization derivative
def Xi(kap):
    ee, UU, vv = bands(kap)
    return 1j * UU[0] @ xi_imag(ee, vv)[0] @ UU[0].T
ev = lambda op, c: np.vdot(c, op @ c).real
vi, dX, ex = [], [], []
for j in range(2000, 14001, 500):
    kap = k0 + Ap(t[j])
    vi.append(-0.5 * a * measure(tr[j][None], k[ik:ik + 1], Ap(t[j]))['inter'])
    dX.append((ev(Xi(k0 + Ap(t[j + 1])), tr[j + 1]) - ev(Xi(k0 + Ap(t[j - 1])), tr[j - 1]))
              / (t[j + 1] - t[j - 1]))
    ex.append(Ep(t[j]) * ev((Xi(kap + d) - Xi(kap - d)) / (2 * d), tr[j]))
vi, dX, ex = map(np.array, (vi, dX, ex))
assert abs(vi - dX - ex).max() < 2e-3 * abs(vi).max()
assert abs(ex).max() > 0.05 * abs(vi).max()
print(f"same k: max|v_inter| = {abs(vi).max():.4g}, max|E<dXi/dkap>| = {abs(ex).max():.4g} a.u.")
out("same k: identity residual", abs(vi - dX - ex).max(), "a.u.")
print("tests ok")
```

Printed output:

```
a = 5 bohr
V0 = 0.2 Ha
G = 1.25664 1/bohr
Mathieu q = 0.506606
band 1 width = 0.116109 Ha
gap 1-2 at zone edge = 0.199202 Ha = 5.421 eV
gap 2-3 at zone centre = 0.0246471 Ha
|xi_12| at zone edge = 3.17926 bohr
Omega (Wannier spread) = 1.98726 bohr^2
chi = 6.779 a.u.
<sum |xi|^2/de^2> = 37.5829 a.u.
n_geo at A = G = 1.74279 per cell
Bloch field E = 0.003 a.u.
packet sigma_k = 0.03 1/bohr
Bloch period = 418.879 a.u. = 10.13 fs
shift at half period, propagated = -38.278 bohr
shift, one-band formula = -38.1306 bohr
<T_a> law deviation, driven periodic v = 3.63389e-08
<T_a> law deviation, impurity = 0.157334
ramp: final A = 0.3 a.u., tau = 800.0 a.u., peak E = -0.001 a.u.
ramp tau/3: dE/dt = -5.1013e-06, J = -3.4703e-05, chi dE/dt = -3.4582e-05 a.u.
ramp tau/3: J_intra = -6.1e-09, J_inter = -3.4697e-05 a.u.
ramp tau/2: n_H = 7.5512e-05, formula = 7.5166e-05 per cell
ramp end: n_H = 7.7e-12, n_0 = 0.277894 per cell, J = -7.5e-10 a.u.
n_geo(final A) = 0.277894, 2 A^2 Omega = 0.357706 per cell
pulse: A0 = 0.3 a.u., omega = 0.03 Ha = 0.8163 eV
pulse: T = 837.758 a.u. = 20.26 fs
peak |E| = 0.0086965 a.u. = 0.4472 V/Angstrom
t=7T/16: A = -0.0000, E = -0.00866 a.u.
t=7T/16: n_0 = 0.0078794, n_H = 0.0078794 per cell
t=7T/16: J = -0.00075724, intra = -0.00024178, inter = -0.00051545 a.u.
t=T/2: A = 0.3000, E = -0.00000 a.u.
t=T/2: n_0 = 0.2875, n_H = 0.0025337 per cell
t=T/2: J = 0.0016816, intra = -0.00049677, inter = 0.0021783 a.u.
t=T: A = 0.0000, E = 0.00000 a.u.
t=T: n_0 = 0.0036257, n_H = 0.0036257 per cell
t=T: J = 0.0016438, intra = 9.4221e-05, inter = 0.0015496 a.u.
virtual estimate 2E^2<..> at 7T/16 = 0.0056338 per cell
n_geo(A0) = 0.277894 per cell
final n_H with 128 k-points = 0.00362568 per cell
work a int J E dt = 0.000916286 Ha per cell
absorbed energy from populations = 0.000916286 Ha per cell
energy per excited electron = 0.25272 Ha = 6.877 eV
Houston ODE at k = 0.31416 1/bohr: state error = 6.5e-08, max excited weight = 0.00484
same k: max|v_inter| = 0.03962, max|E<dXi/dkap>| = 0.01158 a.u.
same k: identity residual = 9.41816e-07 a.u.
tests ok
```
